# Error Cancellation in Isodesmic and Homodesmotic Reactions, part 1

(Sections cited here and not found follow in the second part.)

## Bond errors and isodesmic reactions

Consider the reaction

$$
\mathrm{C_3H_8 + CH_4 \longrightarrow 2\,C_2H_6}. \tag{1}
$$

Propane has two C–C bonds and eight C–H bonds, methane has four C–H bonds, and each ethane has one C–C bond and six C–H bonds. Both sides therefore contain two C–C bonds and twelve C–H bonds. Suppose that an approximate method makes an error $\varepsilon_s$ for every C–C bond and $\varepsilon_h$ for every C–H bond, whatever molecule the bond is in. The summed error is $2\varepsilon_s+12\varepsilon_h$ on the left and the same on the right. It drops out of the reaction energy, however large the two bond errors are.

Atomization of propane is the opposite case. The bonds are present on the left and absent on the right, so nothing compensates their errors. A method can thus be poor for atomization energies and useful for reaction (1). The argument rests on the assumption that a bond error can be carried from one molecule to another, and this assumption can be stated, used and tested.

### The error and the additive model

Let $E_{\rm m}(M)$ be the total electronic energy of species $M$ from the method under study, and $E_{\rm r}(M)$ that from a reference level. Both are taken at the same nuclear positions. The error of the method relative to this reference is

$$
\Delta(M)=E_{\rm m}(M)-E_{\rm r}(M). \tag{2}
$$

The algebra is in atomic units; numbers will be given in eV. The reference need not be the true energy. If it is not, $\Delta$ measures only the difference between two levels of theory.

A reaction is a set of coefficients $\nu_M$, positive for products and negative for reactants. For any quantity $X(M)$ define its change

$$
\delta X=\sum_M \nu_M X(M). \tag{3}
$$

The reaction energy of the method is $\delta E_{\rm m}$ and that of the reference is $\delta E_{\rm r}$. Since (3) is linear in $X$, the error of the reaction energy is

$$
\delta E_{\rm m}-\delta E_{\rm r}=\delta\Delta . \tag{4}
$$

The molecules considered are closed-shell hydrocarbons, each described by one Lewis structure. Every carbon has valence four and takes part in at most one double bond. Alkynes, allenes and molecules that need several resonance structures are excluded, and so is $\mathrm{H_2}$. There are then three formal bond types, labelled $h$ for C–H, $s$ for the C–C single bond and $d$ for C=C. Let $n_b(M)$ be the number of bonds of type $b$, and $N_{\rm C}(M)$ and $N_{\rm H}(M)$ the numbers of atoms.

The additive model is

$$
\Delta(M)=a_{\rm C}N_{\rm C}(M)+a_{\rm H}N_{\rm H}(M)
+\sum_{b=h,s,d}\varepsilon_b\,n_b(M). \tag{5}
$$

The numbers $a_{\rm C}$, $a_{\rm H}$ and $\varepsilon_b$ depend on the method, the reference and the basis set, but not on the molecule. For a free atom all $n_b$ vanish, so $a_{\rm C}$ and $a_{\rm H}$ are the errors of the free atoms.

The physical content of (5) is locality. If what the method omits or distorts is confined to the region of one bond, and if that region looks alike in different molecules, the error is a sum over bonds. Nothing requires the individual $\varepsilon_b$ to be small. Equation (5) remains an assumption about the error, and it does not follow from the definition (2).

### Cancellation and its converse

Apply the operation (3) to both sides of (5). The parameters do not depend on $M$ and can be taken out of the sum:

$$
\delta\Delta=a_{\rm C}\,\delta N_{\rm C}+a_{\rm H}\,\delta N_{\rm H}
+\sum_b\varepsilon_b\,\delta n_b . \tag{6}
$$

A chemical reaction conserves each element, so $\delta N_{\rm C}=\delta N_{\rm H}=0$. The atomic terms vanish, leaving

$$
\delta\Delta=\sum_b\varepsilon_b\,\delta n_b . \tag{7}
$$

A reaction is called isodesmic if it conserves the number of bonds of each formal type:

$$
\delta n_h=\delta n_s=\delta n_d=0. \tag{8}
$$

Inserting (8) in (7) gives $\delta\Delta=0$. Within model (5), the error of every isodesmic reaction is exactly zero.

The converse needs care with its quantifier. Suppose that a balanced reaction has $\delta\Delta=0$ for every choice of the bond errors. Choose in particular $\varepsilon_b=\eta_0\,\delta n_b$, where $\eta_0$ is a positive energy that supplies the unit. Equation (7) becomes

$$
\delta\Delta=\eta_0\sum_b(\delta n_b)^2 . \tag{9}
$$

A sum of squares of real numbers vanishes only if each of them vanishes, so the reaction is isodesmic. Condition (8) is thus necessary if cancellation is to hold regardless of the parameters. For one given method, a reaction that violates (8) may still have a small error, because its particular bond errors may compensate.

### What element balance already implies

The three conditions (8) are not independent of element balance. Every hydrogen forms one C–H bond, which gives

$$
N_{\rm H}=n_h . \tag{10}
$$

Now count the valences of all carbons. There are $4N_{\rm C}$ of them. A C–H bond uses one carbon valence. A C–C bond uses one valence at each of two carbons, hence two. A C=C bond uses two valences at each of two carbons, hence four. Therefore

$$
4N_{\rm C}=n_h+2n_s+4n_d . \tag{11}
$$

Equations (10) and (11) express the atom numbers through the bond numbers, so a set of coefficients that satisfies (8) is automatically balanced.

In the other direction, take a balanced reaction and form the changes of (10) and (11). The first gives $\delta n_h=0$. The second then reads $0=2\,\delta n_s+4\,\delta n_d$, so that

$$
\delta n_h=0,\qquad \delta n_s=-2\,\delta n_d . \tag{12}
$$

One number, $\delta n_d$, remains free. Substitution in (7) gives the error of any balanced reaction in the present class:

$$
\delta\Delta=(\varepsilon_d-2\varepsilon_s)\,\delta n_d . \tag{13}
$$

Two consequences follow. For alkanes, including cyclic ones, $n_d=0$ in every species, and (12) gives $\delta n_s=0$ as well. Every balanced reaction among alkanes is therefore isodesmic, and the label conveys nothing beyond balance. With alkenes present, the one additional requirement is conservation of the number of double bonds.

The exclusion of $\mathrm{H_2}$ matters here. The reaction $\mathrm{C_2H_6+H_2\to2\,CH_4}$ is balanced, but it destroys an H–H bond and a C–C bond and creates two C–H bonds. Equation (10) does not hold for $\mathrm{H_2}$, and the deduction of (12) fails. Atomization escapes (12) for a similar reason: free atoms have unused valences.

Equation (13) also shows that molecular reactions do not determine the bond errors separately. For any energy $x$, the replacement

$$
a_{\rm C}\to a_{\rm C}+4x,\quad
\varepsilon_h\to\varepsilon_h-x,\quad
\varepsilon_s\to\varepsilon_s-2x,\quad
\varepsilon_d\to\varepsilon_d-4x \tag{14}
$$

changes $\Delta(M)$ in (5) by $x(4N_{\rm C}-n_h-2n_s-4n_d)$, which is zero for every molecule by (11). The combination $\varepsilon_d-2\varepsilon_s$ changes by $-4x+4x=0$, as it must, since it is an observable reaction error. Individual bond errors acquire definite values once $a_{\rm C}$ and $a_{\rm H}$ are fixed by calculations on the free atoms.

### Bond errors of Hartree–Fock theory

Take Hartree–Fock theory as the method and second-order Møller–Plesset theory (MP2) with frozen carbon 1s cores as the reference. Both use the 6-31G* basis with five spherical d functions on carbon; the six Cartesian functions of the customary definition give somewhat different numbers. The free atoms are treated with spin-unrestricted orbitals. The error (2) is then minus the MP2 correlation energy. The reference omits higher-order correlation, core correlation and the effect of a larger basis.

The geometries are idealized. Bond lengths are 1.09 angstrom for C–H, 1.34 for C=C, and 1.53, 1.50 and 1.46 for single bonds between two saturated carbons, between a saturated and a doubly bonded carbon, and between two doubly bonded carbons. Angles are tetrahedral or trigonal. The alkanes are staggered, and the carbon chain of butane is fully extended (anti). Butadiene is planar with its double bonds on opposite sides of the central bond (s-trans), and in propene one methyl hydrogen eclipses the double bond. No geometry is relaxed and no vibrational energy is added, so the reaction energies below are electronic energies at fixed nuclei and not thermochemical data.

The calculated errors are 3.7150 eV for methane, 7.1875 eV for ethane, 6.8603 eV for ethene and 1.3841 eV for the triplet carbon atom. A hydrogen atom has one electron and no correlation energy, so $a_{\rm H}=0$. Methane has four C–H bonds, and (5) gives

$$
\varepsilon_h=\frac{3.7150-1.3841}{4}\ \text{eV}=0.583\ \text{eV}. \tag{15}
$$

Ethane and ethene then determine the other two parameters:

$$
\begin{aligned}
\varepsilon_s&=7.1875-2(1.3841)-6(0.5827)=0.923\ \text{eV},\\
\varepsilon_d&=6.8603-2(1.3841)-4(0.5827)=1.761\ \text{eV}.
\end{aligned} \tag{16}
$$

These values are not converged with respect to the basis: with the larger def2-TZVP basis at the same geometries, $a_{\rm C}=1.80$ eV and the three bond errors become 0.82, 1.06 and 1.94 eV. In both bases all three are positive. For $\varepsilon_h$ this means that the correlation energy of methane is larger in magnitude than that of the carbon atom. For $\varepsilon_s$ and $\varepsilon_d$ it means that the errors of ethane and ethene exceed those of two carbon atoms and their C–H bonds taken together.

Propane was not used to find these parameters and can test them. The model predicts

$$
\Delta_{\rm model}(\mathrm{C_3H_8})
=3a_{\rm C}+8\varepsilon_h+2\varepsilon_s=10.660\ \text{eV}, \tag{17}
$$

while the calculated error is 10.718 eV. The model misses 0.058 eV, about half a per cent of the total.

In the atomization of propane the atomic terms of (5) cancel between the two sides, but no bond among the products compensates the bond errors of the molecule. With atoms as products and $a_{\rm H}=0$,

$$
\delta\Delta=3a_{\rm C}-\Delta(\mathrm{C_3H_8})
=4.152-10.718=-6.566\ \text{eV}. \tag{18}
$$

Hartree–Fock theory gives an atomization energy of 33.57 eV and MP2 gives 40.13 eV. For reaction (1) the error is

$$
\delta\Delta=2(7.1875)-10.7179-3.7150=-0.058\ \text{eV}. \tag{19}
$$

In the other customary unit, the two errors are $-633.5$ and $-5.6$ kJ/mol. The isodesmic reaction removes about 99 per cent of the error in the atomization energy, but the remainder is not zero. In def2-TZVP the two errors grow to $-8.78$ and $-0.076$ eV, and the fraction removed is again 99 per cent.

This remainder is the discrepancy found below (17), with opposite sign. The parameters reproduce methane and ethane by construction. Since (1) is isodesmic, the model obeys $\Delta_{\rm model}(\mathrm{C_3H_8})=2\Delta(\mathrm{C_2H_6})-\Delta(\mathrm{CH_4})$. Subtracting this from the calculated $\Delta(\mathrm{C_3H_8})$ gives minus the left side of (19). The error of reaction (1) is thus a direct measure of how far bond additivity, with parameters taken from methane and ethane, fails for propane. In other isodesmic reactions the failures for several molecules can partly cancel.

The reaction $\mathrm{C_2H_4+2\,CH_4\to2\,C_2H_6}$ is balanced but not isodesmic, with $\delta n_d=-1$ and $\delta n_s=2$. Its error is

$$
\delta\Delta=2\varepsilon_s-\varepsilon_d=0.085\ \text{eV}. \tag{20}
$$

In 6-31G* this is only somewhat larger in magnitude than (19); in def2-TZVP it is 0.17 eV, more than twice the magnitude of the error of (1) in that basis. In both cases the error of a double bond happens to be fairly close to twice that of a single bond, and the bracket in (13) is small compared with the bond errors themselves. The example shows why the converse was stated for all parameter values: violating (8) removes the guarantee of cancellation, but it does not force a large error.

### Using the cancellation to estimate an energy

Let $T$ be a target molecule for which the reference calculation is too expensive, while the other species in a reaction are affordable. Solving $\delta E_{\rm r}=\sum_M\nu_ME_{\rm r}(M)$ for the target energy and replacing the unknown $\delta E_{\rm r}$ by $\delta E_{\rm m}$ gives the estimate

$$
\widetilde E(T)=\frac{1}{\nu_T}\left[\delta E_{\rm m}
-\sum_{M\ne T}\nu_M E_{\rm r}(M)\right]. \tag{21}
$$

The same expression with $\delta E_{\rm r}$ in place of $\delta E_{\rm m}$ returns $E_{\rm r}(T)$. Subtracting the two and using (4),

$$
\widetilde E(T)-E_{\rm r}(T)=\frac{\delta\Delta}{\nu_T}. \tag{22}
$$

For propane as target, $\nu_T=-1$ in both reactions considered. The estimate lies 6.566 eV too high through atomization and 0.058 eV too high through (1).

It is the absolute error that has become small. Reaction (1) has an energy of 0.041 eV in Hartree–Fock theory and 0.099 eV in MP2, so the method misses more than half of the reference reaction energy (in def2-TZVP the two energies are 0.042 and 0.118 eV). For atomization it misses about 16 per cent. An isodesmic reaction is therefore well suited to (22), where absolute error counts. It is less suited to a question about the reaction energy itself, which may be no larger than the error that remains.

## Atom environments and homodesmotic reactions

The error of a method relative to a reference is $\Delta(M)=E_{\rm m}(M)-E_{\rm r}(M)$, and $\delta X=\sum_M\nu_MX(M)$ is the change of $X$ in a reaction, with products counted positive. The bond types are $h$ (C–H), $s$ (C–C) and $d$ (C=C), with numbers $n_b$ and errors $\varepsilon_b$. If $\Delta$ is a sum over atoms and bonds, a balanced reaction has $\delta\Delta=\sum_b\varepsilon_b\,\delta n_b$, which vanishes for isodesmic reactions, those with all $\delta n_b=0$. Every balanced reaction among alkanes is isodesmic. For Hartree–Fock theory relative to MP2, the isodesmic reaction of propane with methane to give two ethanes keeps an error of $-0.058$ eV. The molecules, levels of theory and idealized geometries remain those of the first half.

Within the additive bond model the error of every isodesmic reaction cancels exactly, but the calculated reaction of propane with methane keeps an error of $-0.058$ eV. It remains to extend the model to neighbouring bonds and atom environments, and to find which reactions cancel those errors too.
